# Linear reflectance change from an ultrathin film on an absorbing substrate: a numerical check

```python
# Result under test: relative reflectance change at normal incidence caused by
# a film of thickness d on a thick substrate,
#   R(d)/R(0) - 1 = C1*d + C2*d**2 + O(d**3),
#   C1 = -(8*pi*na/wl) * Im[(ef - es)/(ea - es)].
# na, nf, ns: refractive indices of ambient, film, substrate; ea, ef, es: their
# squares. wl: vacuum wavelength in nm. k = 2*pi/wl. d in nm.
# Time factor exp(-i*omega*t), so absorbing media have Im(n) > 0.
# For a transparent film C1 is nonzero only if the substrate absorbs.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp

mp.mp.dps = 40


def match_boundaries(na, nf, ns, wl, d, angle=0.0, pol="s"):
    """Reflected and transmitted tangential field from the continuity of E, H."""
    k = 2 * mp.pi / wl
    eps = [mp.mpc(n) ** 2 for n in (na, nf, ns)]
    along = eps[0] * mp.sin(angle) ** 2
    q = [mp.sqrt(e - along) for e in eps]
    ya, yf, ys = q if pol == "s" else [e / p for e, p in zip(eps, q)]
    f = mp.exp(1j * k * q[1] * d)
    # unknowns: reflected, forward in film, backward in film, transmitted
    system = mp.matrix([[1, -1, -1, 0],
                        [-ya, -yf, yf, 0],
                        [0, f, 1 / f, -1],
                        [0, yf * f, -yf / f, -ys]])
    sol = mp.lu_solve(system, mp.matrix([-1, -ya, 0, 0]))
    return sol[0], sol[3]


def reflectance(*args, **kw):
    return abs(match_boundaries(*args, **kw)[0]) ** 2


def exact_change(na, nf, ns, wl, d):
    return reflectance(na, nf, ns, wl, d) / reflectance(na, nf, ns, wl, 0) - 1


def linear_coefficient(na, ef, ns, wl):
    return -8 * np.pi * na / wl * ((ef - ns**2) / (na**2 - ns**2)).imag


def quadratic_coefficient(na, nf, ns, wl):
    k, ea, ef, es = 2 * np.pi / wl, na**2, nf**2, ns**2
    c1 = linear_coefficient(na, ef, ns, wl)
    term = ns * (ef - es) * (ef - ea) / (ea - es)**2
    return 4 * k**2 * na * complex(term).real + c1**2 / 2


# --- Both coefficients against derivatives of the exact reflectance.
# The exact solution is analytic in d, so central differences may use -h.
h = mp.mpf("1e-6")
cases = [(1.0, 1.47, 6.5 + 2.7j, 365.0), (1.0, 1.46, 3.88 + 0.02j, 633.0),
         (1.33, 1.7 + 0.4j, 0.9 + 1.9j, 500.0), (1.33, 1.1, 2.0 + 3.0j, 450.0),
         (1.0, 2.0 + 0.5j, 1.5 + 0j, 600.0)]
for na, nf, ns, wl in cases:
    plus = exact_change(na, nf, ns, wl, h)
    minus = exact_change(na, nf, ns, wl, -h)
    slope = float((plus - minus) / (2 * h))
    curve = float((plus + minus) / (2 * h**2))
    assert np.isclose(slope, linear_coefficient(na, nf**2, ns, wl),
                      rtol=1e-8, atol=1e-15)
    assert np.isclose(curve, quadratic_coefficient(na, nf, ns, wl),
                      rtol=1e-7, atol=1e-15)
    if complex(nf).imag == 0:
        # transparent film: explicit form, and form with the phase of r0
        r0 = complex(match_boundaries(na, nf, ns, wl, 0)[0])
        contrast, root = nf**2 - na**2, abs(r0)
        explicit = (-8 * np.pi * na / wl * contrast * (ns**2).imag
                    / abs(na**2 - ns**2)**2)
        by_phase = (2 * np.pi / wl / na * contrast * np.sin(np.angle(r0))
                    * (1 - root**2) / root)
        assert np.isclose(slope, explicit, rtol=1e-8)
        assert np.isclose(slope, by_phase, rtol=1e-8)

# --- Exceptions: lossless dielectric substrate (quadratic), total reflector.
small = exact_change(1.0, 1.47, 3.9, 633.0, mp.mpf("0.001"))
double = exact_change(1.0, 1.47, 3.9, 633.0, mp.mpf("0.002"))
assert abs(double / small - 4) < 1e-6
assert abs(reflectance(1.0, 1.47, 3j, 500.0, 5) - 1) < 1e-30

# --- Graded absorbing film: integrate the field equations through the film.
def profile(u):
    return 2.2 + 1.5 * u**2 + 0.4j * (1 - u)


def graded_change(na, ns, wl, d):
    phase = 2j * np.pi * d / wl
    sol = solve_ivp(lambda u, y: [phase * y[1], phase * profile(u) * y[0]],
                    (1.0, 0.0), np.array([1.0 + 0j, ns]), method="DOP853",
                    rtol=1e-13, atol=1e-14)
    e_top, h_top = sol.y[:, -1]
    r = (na * e_top - h_top) / (na * e_top + h_top)
    return abs(r)**2 / abs((na - ns) / (na + ns))**2 - 1


mean_eps = (quad(lambda u: profile(u).real, 0, 1)[0]
            + 1j * quad(lambda u: profile(u).imag, 0, 1)[0])
ns_test = 2.0 + 3.0j
slope = (2 * graded_change(1.0, ns_test, 500.0, 0.01) / 0.01
         - graded_change(1.0, ns_test, 500.0, 0.02) / 0.02)
assert np.isclose(slope, linear_coefficient(1.0, mean_eps, ns_test, 500.0),
                  rtol=1e-4)


# --- Energy: light missing from the reflection heats the substrate.
def substrate_heating(na, nf, ns, wl, d):
    """Absorbed share of the incident power, by quadrature over depth."""
    k = 2 * np.pi / wl
    t2 = float(abs(match_boundaries(na, nf, ns, wl, d)[1])**2)
    depth = 1 / (2 * k * ns.imag)
    integral = quad(lambda x: np.exp(-x), 0, 50, epsabs=1e-13)[0] * depth
    return k * (ns**2).imag / na * t2 * integral


air, oxide, silicon, wl_uv = 1.0, 1.47, 6.5 + 2.7j, 365.0
heat0 = substrate_heating(air, oxide, silicon, wl_uv, 0)
heat1 = substrate_heating(air, oxide, silicon, wl_uv, 1)
R_bare = float(reflectance(air, oxide, silicon, wl_uv, 0))
R_film = float(reflectance(air, oxide, silicon, wl_uv, 1))
assert abs(heat0 + R_bare - 1) < 1e-10
assert abs(heat1 + R_film - 1) < 1e-10

# --- Worked example: oxide regrowth on silicon, rough optical constants.
print("Oxide on silicon in air; optical constants are rough")
for wl, nf, ns in [(wl_uv, oxide, silicon), (633.0, 1.46, 3.88 + 0.02j)]:
    energy = constants.h * constants.c / (wl * 1e-9) / constants.e
    r0 = complex(match_boundaries(air, nf, ns, wl, 0)[0])
    c1 = linear_coefficient(air, nf**2, ns, wl)
    c2 = quadratic_coefficient(air, nf, ns, wl)
    es = ns**2
    print(f"Wavelength {wl:.0f} nm, photon energy {energy:.3f} eV")
    print(f" film index {nf:.2f}, substrate index {ns.real:.2f}+{ns.imag:.2f}i")
    print(f" film eps {nf**2:.4f}, substrate eps {es.real:.3f}+{es.imag:.3f}i")
    print(f" Im 1/(eps_a-eps_s) = {(1/(air**2-es)).imag:.4e}")
    print(f" bare R0 = {abs(r0)**2:.4f}, phase of r0 = "
          f"{np.degrees(np.angle(r0)):.2f} deg")
    print(f" power absorption depth = {wl/(4*np.pi*ns.imag):.1f} nm")
    print(f" C1 = {c1:.4e} per nm, C2 = {c2:.4e} per nm^2")
    print(f" crossover |C1/C2| = {abs(c1/c2):.3f} nm")
    for d in (0.1, 0.5, 1.0, 2.0):
        ex = float(exact_change(air, nf, ns, wl, d))
        print(f" d={d:.1f} nm: dR/R exact {ex:.4e}, linear {c1*d:.4e}, "
              f"two terms {c1*d + c2*d*d:.4e}")
    for d in (0.01, 1.0):
        ratio = (exact_change(air, nf, ns, wl, 2 * d)
                 / exact_change(air, nf, ns, wl, d))
        print(f" power of d from {d:g} to {2*d:g} nm: "
              f"{float(mp.log(ratio, 2)):.3f}")

print("Energy balance at 365 nm, oxide 0 -> 1 nm")
print(f" R: {R_bare:.6f} -> {R_film:.6f}")
print(f" absorbed in silicon: {heat0:.6f} -> {heat1:.6f}")

# --- Sizes of neglected effects, relative to the linear signal of 1 nm oxide.
c1 = linear_coefficient(air, oxide**2, silicon, wl_uv)
c2 = quadratic_coefficient(air, oxide, silicon, wl_uv)
noise = 1e-4
print(f"Assumed noise in dR/R {noise:.0e}: equals {noise/abs(c1):.3f} nm oxide")
print("Neglected effects at 365 nm, in % of the 1 nm linear signal")
print(f" second-order term: {100*abs(c2/c1):.1f} %")

layer = 0.3
n_mid = (oxide + silicon) / 2
c_mid = linear_coefficient(air, n_mid**2, silicon, wl_uv)
print(f" lowest {layer} nm of oxide with index {n_mid.real:.2f}+"
      f"{n_mid.imag:.2f}i: {100*layer*abs(c_mid/c1 - 1):.0f} %")

c_dense = linear_coefficient(air, (1.05 * oxide)**2, silicon, wl_uv)
print(f" film index 5 % higher: {100*abs(c_dense/c1 - 1):.0f} %")

dn_dT = 0.004
drift = 4 * air * dn_dT / abs(air**2 - silicon**2)
print(f" wafer 1 K warmer, rough |dn_s/dT|={dn_dT}/K: at most "
      f"{100*drift/abs(c1):.0f} %")

dn_dwl = 0.11
gap = air**2 - silicon**2
shift = 2 * abs(silicon) * dn_dwl / abs(gap)**2 / abs((1 / gap).imag)
print(f" wavelength off by 1 nm, rough |dn_s/dwl|={dn_dwl}/nm: at most "
      f"{100*(shift + 1/wl_uv):.1f} %")

rough = 0.2
loss = 1 - np.exp(-(4 * np.pi * rough / wl_uv)**2)
print(f" scatter from {rough} nm rms roughness: {100*loss/abs(c1):.1f} %")

tilt = np.radians(10)
with_film = sum(reflectance(air, oxide, silicon, wl_uv, 1, tilt, p) for p in "sp")
without = sum(reflectance(air, oxide, silicon, wl_uv, 0, tilt, p) for p in "sp")
tilted = float(with_film / without - 1)
normal = float(exact_change(air, oxide, silicon, wl_uv, 1))
print(f" unpolarized ray at 10 deg: {100*abs((tilted - normal)/c1):.2f} %")

print("all good")
```

Printed output:

```
Oxide on silicon in air; optical constants are rough
Wavelength 365 nm, photon energy 3.397 eV
 film index 1.47, substrate index 6.50+2.70i
 film eps 2.1609, substrate eps 34.960+35.100i
 Im 1/(eps_a-eps_s) = 1.4715e-02
 bare R0 = 0.5908, phase of r0 = -173.65 deg
 power absorption depth = 10.8 nm
 C1 = -1.1763e-03 per nm, C2 = -1.7966e-04 per nm^2
 crossover |C1/C2| = 6.547 nm
 d=0.1 nm: dR/R exact -1.1942e-04, linear -1.1763e-04, two terms -1.1942e-04
 d=0.5 nm: dR/R exact -6.3306e-04, linear -5.8814e-04, two terms -6.3305e-04
 d=1.0 nm: dR/R exact -1.3560e-03, linear -1.1763e-03, two terms -1.3559e-03
 d=2.0 nm: dR/R exact -3.0721e-03, linear -2.3525e-03, two terms -3.0712e-03
 power of d from 0.01 to 0.02 nm: 1.002
 power of d from 1 to 2 nm: 1.180
Wavelength 633 nm, photon energy 1.959 eV
 film index 1.46, substrate index 3.88+0.02i
 film eps 2.1316, substrate eps 15.054+0.155i
 Im 1/(eps_a-eps_s) = 7.8567e-04
 bare R0 = 0.3483, phase of r0 = -179.84 deg
 power absorption depth = 2518.6 nm
 C1 = -3.5299e-05 per nm, C2 = -1.1320e-04 per nm^2
 crossover |C1/C2| = 0.312 nm
 d=0.1 nm: dR/R exact -4.6620e-06, linear -3.5299e-06, two terms -4.6620e-06
 d=0.5 nm: dR/R exact -4.5950e-05, linear -1.7650e-05, two terms -4.5950e-05
 d=1.0 nm: dR/R exact -1.4850e-04, linear -3.5299e-05, two terms -1.4850e-04
 d=2.0 nm: dR/R exact -5.2339e-04, linear -7.0599e-05, two terms -5.2341e-04
 power of d from 0.01 to 0.02 nm: 1.044
 power of d from 1 to 2 nm: 1.817
Energy balance at 365 nm, oxide 0 -> 1 nm
 R: 0.590809 -> 0.590008
 absorbed in silicon: 0.409191 -> 0.409992
Assumed noise in dR/R 1e-04: equals 0.085 nm oxide
Neglected effects at 365 nm, in % of the 1 nm linear signal
 second-order term: 15.3 %
 lowest 0.3 nm of oxide with index 3.98+1.35i: 38 %
 film index 5 % higher: 19 %
 wafer 1 K warmer, rough |dn_s/dT|=0.004/K: at most 28 %
 wavelength off by 1 nm, rough |dn_s/dwl|=0.11/nm: at most 4.7 %
 scatter from 0.2 nm rms roughness: 4.0 %
 unpolarized ray at 10 deg: 0.94 %
all good
```
